# Burt-Foreman ordering and boundary conditions at a valence-band interface

A hole in a quantum well or an inversion layer feels an abrupt change of material at the edge of its channel. On each side its motion is described by a valence-band Hamiltonian quadratic in the wavevector \(\mathbf k\), with different coefficients on the two sides. In bulk material \(Nk_xk_z\) and \(Nk_zk_x\) are the same thing. At an interface normal to \(z\), \(k_z=-i\,\partial_z\) does not commute with a coefficient \(N(z)\), and the bulk Hamiltonian does not say where \(N\) should stand. Making the operator Hermitian is not enough, because several Hermitian orderings exist and they give different boundary conditions. The ordering has to come from the equations in which the coefficients originate.

Hartree atomic units are used, with electron energies, so hole levels lie below the valence edge. Let \(X,Y,Z\) be the real zone-centre valence functions of a zinc-blende or diamond crystal, and let \(r\) label the remote bands. Assume that the same zone-centre functions serve in both materials. The wavefunction is \(\sum_n f_n(\mathbf r)u_n(\mathbf r)\) with slowly varying envelopes \(f_n\). The momentum matrix elements \(\pi^\alpha_{nr}=\langle u_n|p_\alpha|u_r\rangle\) are then constants, and the interface enters through the band edges \(V(z)\) and \(E_r(z)\):

\[
\Big[V+\tfrac12k^2\Big]f_i+\sum_{r\alpha}\pi^\alpha_{ir}k_\alpha f_r=Ef_i ,
\]
\[
E_r f_r+\sum_{j\beta}\pi^\beta_{rj}k_\beta f_j=Ef_r .
\]

Spin-orbit coupling within the valence functions is added later. There is no linear coupling between valence functions. The mirror that exchanges \(x\) and \(y\) gives \(\langle X|p_z|Y\rangle=\langle Y|p_z|X\rangle\), while for real functions these two numbers have opposite signs, so both vanish. The remote rows omit the remote kinetic energy and the coupling of remote bands to one another, which are small compared with the remote gaps when the envelopes are slow. Short-range interface terms, which can mix valence states even at zero in-plane wavevector, are also left out.

No ordering question has arisen so far, since each \(k_\alpha\) multiplies a constant. The remote row is algebraic in \(f_r\):

\[
f_r=\frac{1}{E-E_r(z)}\sum_{j\beta}\pi^\beta_{rj}k_\beta f_j .
\]

Now replace \(E\) in the denominator by a fixed reference \(E_0\) near the hole levels. The relative error of this step is of order \((E-E_0)/(E_r-E_0)\). Substitution into the valence row gives

\[
H_{ij}=\Big[V+\tfrac12k^2\Big]\delta_{ij}+\tfrac12\sum_{\alpha\beta}k_\alpha\,Q_{i\alpha,j\beta}(z)\,k_\beta ,
\]
\[
Q_{i\alpha,j\beta}(z)=2\sum_r\frac{\pi^\alpha_{ir}\pi^\beta_{rj}}{E_0-E_r(z)} .
\]

The position-dependent denominator stands between the two momenta. The left momentum belongs to the matrix element with \(i\), the right one to the matrix element with \(j\). The same \(E_0\) applies in both layers, so the barrier coefficients are evaluated at the energy of the hole and not at the barrier's own valence edge.

Symmetry reduces \(Q\) to four numbers. The nine products of a valence index \(i\) and a momentum index \(\alpha\) split into the representations \(\Gamma_1\), \(\Gamma_{12}\), \(\Gamma_{15}\) and \(\Gamma_{25}\), each occurring once. These are zinc-blende labels, used throughout. In diamond, where the valence functions are \(\Gamma_{25'}\), the first two are \(\Gamma_{2'}\) and \(\Gamma_{12'}\), with the same patterns. A remote state couples through the pattern of its own representation. With real functions \(\pi^\alpha_{ir}=i\,t^r_{i\alpha}\) and \(\pi^\alpha_{ri}=-i\,t^r_{i\alpha}\), so the product in \(Q\) is \(t^r_{i\alpha}t^r_{j\beta}\). Up to one strength per representation, the patterns are

\[
\Gamma_1:\ \delta_{i\alpha},\qquad
\Gamma_{15}:\ |\epsilon_{ri\alpha}|,\qquad
\Gamma_{25}:\ \epsilon_{ri\alpha},
\]
\[
\Gamma_{12}:\ \sqrt{\tfrac32}\,\mathrm{diag}(1,-1,0),\quad
\sqrt{\tfrac12}\,\mathrm{diag}(-1,-1,2).
\]

Let \(F,G,H_1,H_2\) be the sums of \(-2t^2/(E_r-E_0)\) over remote levels of symmetry \(\Gamma_1,\Gamma_{12},\Gamma_{15},\Gamma_{25}\). They are negative or zero if the remote levels lie above \(E_0\). Multiplying the patterns gives

\[
Q_{Xx,Xx}=F+G\big(\tfrac32+\tfrac12\big)=F+2G\equiv L,
\]
\[
Q_{Xy,Xy}=H_1+H_2\equiv M,
\]
\[
Q_{Xx,Yy}=F+G\big(-\tfrac32+\tfrac12\big)=F-G\equiv N_+,
\]
\[
Q_{Xy,Yx}=H_1-H_2\equiv N_- .
\]

The minus sign in \(N_-\) comes from \(\epsilon_{zxy}\epsilon_{zyx}=-1\). Other elements follow by permuting the axes or vanish. The Burt-Foreman Hamiltonian is therefore

\[
H_{ii}=V+\tfrac12\Big[k^2+k_iLk_i+\sum_{j\ne i}k_jMk_j\Big],
\]
\[
H_{ij}=\tfrac12\big[k_iN_+k_j+k_jN_-k_i\big],\qquad i\neq j .
\]

The two terms of \(H_{ij}\) have different physical origins. In the first, the hole passes through \(\Gamma_1\) or \(\Gamma_{12}\) states; in the second, through \(\Gamma_{15}\) or \(\Gamma_{25}\) states. In bulk the momenta commute and only \(N=N_++N_-\) survives. The symmetrised Luttinger-Kohn ordering starts from this sum and assigns \(N/2\) to each term.

The Luttinger parameters are defined by

\[
L+1=-\gamma_1-4\gamma_2,\quad M+1=-\gamma_1+2\gamma_2,\quad N=-6\gamma_3 .
\]

They fix \(N\) but not the difference

\[
D=\tfrac12(N_+-N_-),\qquad N_\pm=\tfrac12N\pm D .
\]

Further knowledge of the remote states is needed. If \(\Gamma_{25}\) states are neglected, \(H_2=0\) and \(N_-=M=-1-\gamma_1+2\gamma_2\). Then \(D=\tfrac12N-N_-\) becomes

\[
D=1+\gamma_1-2\gamma_2-3\gamma_3 .
\]

To obtain the boundary conditions, let \(k_x,k_y\) be numbers, as translation symmetry in the plane allows, and collect the terms by their power of \(k_z\):

\[
H=\tfrac12\big(k_zAk_z+k_zC+C^\dagger k_z+B\big)+V+H_{\rm so}.
\]

Here \(A=\mathrm{diag}(1+M,1+M,1+L)\) in the order \(X,Y,Z\), and \(B\) holds the terms quadratic in the in-plane wavevector. In row \(X\), the operator \(\tfrac12(k_xN_+k_z+k_zN_-k_x)\) acts on \(f_Z\), and its part with \(k_z\) on the left carries \(N_-\). In row \(Z\), the operator acting on \(f_X\) is \(\tfrac12(k_zN_+k_x+k_xN_-k_z)\), and the corresponding part carries \(N_+\). Hence

\[
C_{XZ}=N_-k_x,\quad C_{YZ}=N_-k_y,\quad C_{ZX}=N_+k_x,\quad C_{ZY}=N_+k_y ,
\]

with all other elements zero. A jump in \(\psi=(f_X,f_Y,f_Z)\) would put a delta function into \(k_z\psi\), and the outer \(k_z\) would turn it into a derivative of a delta function that nothing else cancels. So \(\psi\) is continuous. Integrating \(H\psi=E\psi\) over a vanishing interval around the interface removes every bounded term and leaves the jump of the quantity on which the outer \(k_z\) acts. That quantity, \(\varphi=Ak_z\psi+C\psi\), is therefore continuous:

\[
\varphi_X=(1+M)k_zf_X+N_-k_xf_Z,
\]
\[
\varphi_Y=(1+M)k_zf_Y+N_-k_yf_Z,
\]
\[
\varphi_Z=(1+L)k_zf_Z+N_+(k_xf_X+k_yf_Y).
\]

The symmetrised ordering has \(N/2\) in place of both \(N_-\) and \(N_+\). For \(k_x=k_y=0\) the two sets of conditions coincide.

Current conservation does not choose between them. From \(i\partial_t\psi=H\psi\) one has \(\partial_t(\psi^\dagger\psi)=2\,\mathrm{Im}\,\psi^\dagger H\psi\). The product rule gives

\[
\psi^\dagger k_z\varphi=k_z(\psi^\dagger\varphi)+(k_z\psi)^\dagger(Ak_z\psi+C\psi).
\]

The last term, together with \(\psi^\dagger C^\dagger k_z\psi\), is real and drops out, as do \(B\), \(V\) and \(H_{\rm so}\). What remains is \(\partial_t(\psi^\dagger\psi)=-\partial_z\,\mathrm{Re}(\psi^\dagger\varphi)\). The current \(\mathrm{Re}(\psi^\dagger\varphi)\) is continuous whenever \(\psi\) and \(\varphi\) are, whichever \(C\) is used.

The difference between the orderings can be written as a single interface operator. Use orbital angular momentum matrices \((L_a)_{bc}=-i\epsilon_{abc}\) and define

\[
\Lambda=k_xL_y-k_yL_x .
\]

Its elements are \(\Lambda_{XZ}=ik_x\), \(\Lambda_{YZ}=ik_y\), \(\Lambda_{ZX}=-ik_x\) and \(\Lambda_{ZY}=-ik_y\). Inserting \(N_\pm=N/2\pm D\) into \(C\) gives \(C_{\rm BF}=C_{\rm sym}+iD\Lambda\). For example, the \(XZ\) element is \(\tfrac12Nk_x+iD(ik_x)=(\tfrac12N-D)k_x=N_-k_x\). Since \(\Lambda\) is Hermitian, \((iD\Lambda)^\dagger=-iD\Lambda\), and

\[
H_{\rm BF}-H_{\rm sym}=\tfrac12\big(k_z\,iD\Lambda-iD\Lambda\,k_z\big)
=\tfrac i2[k_z,D]\Lambda=\tfrac12\frac{dD}{dz}\Lambda ,
\]

because \([k_z,D]=-i\,dD/dz\). At an abrupt interface this is

\[
\tfrac12\,\Delta D\,\delta(z-z_0)\,(k_xL_y-k_yL_x),\qquad \Delta D=D(z_0^+)-D(z_0^-).
\]

The symmetrised Hamiltonian lacks this term. Equivalently, continuity of \(\varphi_{\rm BF}=\varphi_{\rm sym}+iD\Lambda\psi\) means that the flux built with \(N/2\) must jump:

\[
\varphi_{\rm sym}(z_0^+)-\varphi_{\rm sym}(z_0^-)=-i\,\Delta D\,\Lambda\psi(z_0).
\]

A value of \(D\) common to both materials has no effect on the levels. The two orderings differ through the change of \(D\) across the interface, and not through its value in either material alone.

When the spin-orbit splitting is large compared with the subband energies, the states can be restricted to the \(J=3/2\) quartet:

\[
|\tfrac32\rangle=-\tfrac{1}{\sqrt2}(X+iY)\!\uparrow,\qquad
|\tfrac12\rangle=\tfrac1{\sqrt6}\big[-(X+iY)\!\downarrow+2Z\!\uparrow\big],
\]
\[
|{-\tfrac12}\rangle=\tfrac1{\sqrt6}\big[(X-iY)\!\uparrow+2Z\!\downarrow\big],\qquad
|{-\tfrac32}\rangle=\tfrac1{\sqrt2}(X-iY)\!\downarrow .
\]

Write \(k_\pm=k_x\pm ik_y\). Because \(C\) conserves spin and connects \(Z\) with \(X\) or \(Y\), its elements follow directly:

\[
\langle\tfrac32|C|\tfrac12\rangle=-\tfrac{2}{\sqrt{12}}(C_{XZ}-iC_{YZ})=-\tfrac{1}{\sqrt3}N_-k_- ,
\]
\[
\langle\tfrac12|C|\tfrac32\rangle=-\tfrac{2}{\sqrt{12}}(C_{ZX}+iC_{ZY})=-\tfrac{1}{\sqrt3}N_+k_+ ,
\]
\[
\langle\tfrac12|C|{-\tfrac12}\rangle=\tfrac13N_+k_--\tfrac13N_-k_-=\tfrac23Dk_- .
\]

In the last line the first term comes from the spin-up parts and the second from the spin-down parts. The diagonal coefficients are \(1+M=-(\gamma_1-2\gamma_2)\) for heavy holes and \(\tfrac13(1+M)+\tfrac23(1+L)=-(\gamma_1+2\gamma_2)\) for light holes. The continuous fluxes in the first two rows are thus

\[
-(\gamma_1-2\gamma_2)k_z\psi_{3/2}-\tfrac1{\sqrt3}N_-k_-\psi_{1/2},
\]
\[
-(\gamma_1+2\gamma_2)k_z\psi_{1/2}-\tfrac1{\sqrt3}N_+k_+\psi_{3/2}+\tfrac23Dk_-\psi_{-1/2}.
\]

Symmetrisation changes both heavy-light coefficients to \(-N/(2\sqrt3)=\sqrt3\,\gamma_3\) and removes the coupling between the two light-hole components.

Within the quartet \(\mathbf L\) acts as \(\tfrac23\mathbf J\), so the missing interface term is \(\tfrac13\Delta D\,\delta(z-z_0)(k_xJ_y-k_yJ_x)\). Its first-order effect differs between the two kinds of hole. \(J_x\) and \(J_y\) have no elements between \(+\tfrac32\) and \(-\tfrac32\), so a pure heavy-hole doublet is unaffected. In the light-hole doublet they act as the Pauli matrices \(\sigma_x,\sigma_y\). For one interface and a light-hole envelope \(\chi(z)\), as in an inversion layer, the term alone gives the splitting

\[
\tfrac23\,|\Delta D|\,|\chi(z_0)|^2\sqrt{k_x^2+k_y^2}.
\]

For coefficients that are constant within each layer, this is the contribution omitted by symmetrisation, and not the whole spin splitting of the layer. Band bending also shifts \(E_r(z)\), so that \(dD/dz\) is nonzero inside the layer, and symmetrisation omits that part as well. With the model parameters given below, one interface and a uniform confining field of 100 kV/cm, it adds about a quarter to the interface term. In a symmetric well \(\Delta D\) has opposite signs at the two interfaces, where \(|\chi|^2\) is equal, and the first-order contributions cancel. The interface term is then odd in \(z\) and couples subbands of opposite parity. Combined with the ordinary coupling proportional to \(k_xk_z\), it changes the energies at order \(k_x^2\), and so alters the in-plane mass.

A symmetric model well with round parameters gives the size of the effect. The well is 5 nm wide, and each barrier is 4 nm wide and ends in a hard wall. The valence offset is 0.30 eV and the spin-orbit splitting \(\Delta_{\rm so}\) is 0.35 eV. The strengths \(2t^2\) for \(\Gamma_1,\Gamma_{12},\Gamma_{15}\) are 18, 8 and 16 eV in both materials. The remote levels lie 1.5, 8 and 4 eV above the well's valence edge in the well, and 3, 10 and 5 eV above the same energy in the barrier. That edge is the zero of energy and serves as \(E_0\), and \(H_2=0\). In the well

\[
F=-\frac{18}{1.5}=-12,\qquad G=-\frac88=-1,\qquad H_1=-\frac{16}{4}=-4,
\]

so that \(N_+=-12+1=-11\), \(N_-=-4\) and \(D=\tfrac12(-11+4)=-3.5\). In the barrier \(F=-6\), \(G=-0.8\) and \(H_1=-3.2\), which gives \(N_+=-5.2\), \(N_-=-3.2\) and \(D=-1.0\). The coefficient in \(\varphi_X\) thus changes by 0.8 across the interface in Burt-Foreman ordering. The symmetrised coefficient \(N/2\) goes from \(-7.5\) to \(-4.2\), a change of 3.3.

On entering the well from the left barrier, \(\Delta D=-3.5+1.0=-2.5\). At \(k_x=0.4\ \mathrm{nm^{-1}}\) the factor \(\tfrac12\Delta D\,k_x\) multiplying \(\delta(z-z_0)L_y\) is \(-38\) meV nm. It has the opposite sign at the other interface.

The levels include all six valence states, with \(H_{\rm so}=\tfrac13\Delta_{\rm so}(\mathbf L\cdot\boldsymbol\sigma-1)\), which places the quartet at zero and the split-off doublet at \(-\Delta_{\rm so}\). Within a layer the coefficients are constant, and the eigenvalue equation is the first-order system

\[
k_z\psi=A^{-1}(\varphi-C\psi),
\]
\[
k_z\varphi=\big[2(E-V-H_{\rm so})-B\big]\psi-C^\dagger k_z\psi .
\]

Matrix exponentials carry \((\psi,\varphi)\) through each layer from the outer walls, where \(\psi=0\), to the middle of the well. A level is an energy at which the determinant for joining the two sides vanishes. The two highest levels, in meV, are:

| \(k_x\) (nm⁻¹) | Burt-Foreman | symmetrised |
|---|---|---|
| 0 | −27.1, −54.6 | −27.1, −54.6 |
| 0.2 | −34.0, −55.8 | −34.4, −54.6 |
| 0.4 | −47.7, −66.1 | −46.1, −65.7 |

For the top level, the symmetrised energy lies 0.4 meV below the Burt-Foreman energy at \(k_x=0.2\ \mathrm{nm^{-1}}\) and 1.5 meV above it at \(0.4\ \mathrm{nm^{-1}}\). The error of symmetrisation therefore does not keep one sign along the subband. Near \(k_x=0\) it appears as a change of mass. From \(m=k_x^2/\{2[E(0)-E(k_x)]\}\) with \(k_x=0.05\ \mathrm{nm^{-1}}\), the top subband has \(m=0.2075\) electron masses in Burt-Foreman ordering and 0.1915 in symmetrised ordering, which is 8% lower relative to the former. Both values fall by about 0.001 as \(k_x\to0\).

The original equations, with the remote bands kept, show which result is the proper limit. They were solved for the same well with finite elements, the levels being extrapolated to zero element size. To approach the limit of large remote gaps without changing \(F,G,H_1\), all remote energies and all squared couplings are multiplied by a common factor \(s\). At \(k_x=0.4\ \mathrm{nm^{-1}}\) the top level differs from the Burt-Foreman value by 0.62, 0.064, 0.0064 and 0.0006 meV for \(s=1,10,100,1000\). The difference falls as \(1/s\), as expected from the relative error \((E-E_0)/(E_r-E_0)\) of the elimination. The symmetrised level remains 1.5 meV away from this limit.

At the actual gaps, \(s=1\), the levels with explicit remote bands are \(-47.0\) and \(-64.8\) meV, both above the Burt-Foreman values. The direction follows from the denominators: for \(E<E_0\), \(|E-E_r|\) exceeds \(|E_0-E_r|\), so the remote bands push the valence levels down less strongly. For the second level this elimination error is 1.3 meV, while the symmetrised value happens to lie only 1.0 meV from the explicit result. Agreement of one level at one finite gap is thus no evidence for an ordering. For the top level at this wavevector the elimination error, 0.6 meV, is smaller than the 1.5 meV caused by symmetrisation, while for the second level the elimination error of 1.3 meV exceeds the 0.4 meV caused by symmetrisation. Most of the elimination error comes from placing \(E_0\) at the well's valence edge, above both levels. With \(E_0=-0.055\) eV, which lies between them, constant coefficients in Burt-Foreman ordering reproduce both explicit levels to about 0.2 meV. Keeping the remote bands explicitly removes the need to choose \(E_0\).

The derivation rests most heavily on the common zone-centre functions. For two similar semiconductors this is a reasonable starting point. For a semiconductor against an amorphous oxide it has no such justification, and the flux condition there must come from a microscopic model of the interface. Even between similar crystals, the omitted short-range terms can mix heavy and light holes at \(k_x=k_y=0\), where the two orderings treated here agree.

All numerical values are calculated from the stated model.
